# Normal strain and cube-axis shear in a coherent (110) cubic film

A band-structure or mobility calculation for a strained channel on a (110) wafer needs a strain tensor on the cube axes if its deformation potentials are defined there. The decision is whether that tensor may be entered as three diagonal numbers. For a wide coherent (110) film it may not: there is an $xy$ component, and in the silicon-germanium example below it is larger than the normal strain.

Let $e_p$ be the in-plane strain, $e_n$ the strain along the surface normal, and $C_{11},C_{12},C_{44}$ the cubic stiffnesses. With $D=C_{11}+C_{12}+2C_{44}$, the result to implement for the normal $[110]$ is

$$e_n=-e_p\frac{C_{11}+3C_{12}-2C_{44}}{D},\qquad \varepsilon_{xy}=-e_p\frac{C_{11}+2C_{12}}{D},$$

$$\varepsilon_{xx}=\varepsilon_{yy}=\frac{e_p+e_n}{2},\qquad \varepsilon_{zz}=e_p,\qquad \varepsilon_{xz}=\varepsilon_{yz}=0 .$$

Here $\varepsilon_{xy}$ is the tensor shear. A code that expects the engineering shear needs $\gamma_{xy}=2\varepsilon_{xy}$.

## Assumptions and reference state

The film and the thick substrate have the same cubic structure and orientation, with relaxed lattice constants $a_f$ and $a_s$. The interface is coherent (pseudomorphic), so the film takes the in-plane lattice of the substrate. Strain is measured from the relaxed film:

$$e_p=\frac{a_s-a_f}{a_f}.$$

A film with the larger lattice constant has $e_p<0$ and is compressed. The strain is uniform and small, linear elasticity holds, and the top surface is free of traction.

The axes $x,y,z$ lie along the cube edges. The normal is $\mathbf n=(1,1,0)/\sqrt2$, and the in-plane directions are $[001]$ and $[1\bar10]$. Hooke's law for a cubic crystal, with no sum over repeated indices in the last term, is

$$\sigma_{ij}=C_{12}\delta_{ij}\,\mathrm{tr}\,\varepsilon+2C_{44}\varepsilon_{ij}+(C_{11}-C_{12}-2C_{44})\delta_{ij}\varepsilon_{ii}.$$

For $i=j=x$ this gives $\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz})$, and off the diagonal it gives $\sigma_{xy}=2C_{44}\varepsilon_{xy}$, as it should.

## What coherence fixes

Let $G_{ij}=\partial u_i/\partial x_j$ be the displacement gradient. Coherence says that every in-plane vector $\mathbf t$ is stretched by the same fraction and not turned, so $G\mathbf t=e_p\mathbf t$. The matrix $G-e_pI$ therefore gives zero on every in-plane vector. Write a general vector as an in-plane part plus $(\mathbf n\cdot\mathbf v)\mathbf n$. Then $(G-e_pI)\mathbf v=(\mathbf n\cdot\mathbf v)\,\mathbf a$, where $\mathbf a=(G-e_pI)\mathbf n$ is not yet known. Thus

$$G=e_pI+\mathbf a\mathbf n^T,\qquad \varepsilon=e_pI+\tfrac12(\mathbf a\mathbf n^T+\mathbf n\mathbf a^T).$$

The three components of $\mathbf a$ are the freedoms left to the film: one stretch along the normal and two tilts of the atomic planes' stacking direction. The free surface must decide all three.

## What the free surface fixes

The condition is $\sigma\mathbf n=0$. The uniform part $e_pI$ has trace $3e_p$, so Hooke's law gives each diagonal stress as

$$3C_{12}e_p+2C_{44}e_p+(C_{11}-C_{12}-2C_{44})e_p=(C_{11}+2C_{12})e_p .$$

Its traction is $(C_{11}+2C_{12})e_p\mathbf n$.

The part containing $\mathbf a$ has trace $\mathbf a\cdot\mathbf n$ and diagonal elements $a_in_i$. Since $\mathbf n\cdot\mathbf n=1$, its traction is

$$C_{12}(\mathbf a\cdot\mathbf n)n_i+C_{44}\left[a_i+(\mathbf a\cdot\mathbf n)n_i\right]+(C_{11}-C_{12}-2C_{44})n_i^2a_i\equiv(\Gamma\mathbf a)_i .$$

The sum of the two tractions vanishes:

$$\Gamma\mathbf a=-e_p(C_{11}+2C_{12})\mathbf n .$$

For $\mathbf n=(1,1,0)/\sqrt2$ we have $n_x^2=n_y^2=n_xn_y=\tfrac12$ and $n_z=0$. The elements of $\Gamma$ are

$$\Gamma_{xx}=\Gamma_{yy}=C_{44}+\frac{C_{12}+C_{44}}2+\frac{C_{11}-C_{12}-2C_{44}}2=\frac{C_{11}+C_{44}}2,$$

$$\Gamma_{xy}=\frac{C_{12}+C_{44}}2,\qquad \Gamma_{zz}=C_{44},\qquad \Gamma_{xz}=\Gamma_{yz}=0 .$$

The eigenvectors follow by inspection:

- $[110]$ has eigenvalue $\Gamma_{xx}+\Gamma_{xy}=D/2$.
- $[1\bar10]$ has eigenvalue $\Gamma_{xx}-\Gamma_{xy}=(C_{11}-C_{12})/2$.
- $[001]$ has eigenvalue $C_{44}$.

A stable cubic crystal has $C_{44}>0$, $C_{11}-C_{12}>0$ and $C_{11}+2C_{12}>0$. Since $3(C_{11}+C_{12})=2(C_{11}+2C_{12})+(C_{11}-C_{12})$, the sum $C_{11}+C_{12}$ is positive too, and so is $D$. All three eigenvalues are positive, $\Gamma$ can be inverted, and $\mathbf a$ is unique. The right-hand side lies along the eigenvector $\mathbf n$, hence

$$\mathbf a=-\frac{2e_p(C_{11}+2C_{12})}{D}\,\mathbf n .$$

The film therefore has no shear between its normal and its plane. This was derived, not assumed.

## Normal strain and cube-axis tensor

The strain along the normal is $\mathbf n^T\varepsilon\,\mathbf n=e_p+\mathbf a\cdot\mathbf n$:

$$e_n=e_p\frac{D-2C_{11}-4C_{12}}{D}=-e_p\frac{C_{11}+3C_{12}-2C_{44}}{D}.$$

Because $\mathbf a=(e_n-e_p)\mathbf n$, the full tensor is

$$\varepsilon=e_pI+(e_n-e_p)\mathbf n\mathbf n^T .$$

Its $xy$ element is $(e_n-e_p)n_xn_y=(e_n-e_p)/2$. Inserting $e_n-e_p=-2e_p(C_{11}+2C_{12})/D$ gives the shear stated at the start. The diagonal elements are $\varepsilon_{xx}=\varepsilon_{yy}=e_p+(e_n-e_p)/2$ and $\varepsilon_{zz}=e_p$.

Both $C_{11}+2C_{12}$ and $D$ are positive, so the shear is nonzero whenever $e_p\ne0$, and for the normal $[110]$ its sign is opposite to that of $e_p$. For the equivalent normal $[1\bar10]$, $n_xn_y=-\tfrac12$ and the sign of $\varepsilon_{xy}$ reverses. The normal used in the elastic calculation must therefore be the one used in the band calculation.

The geometry explains the sign. The normal bisects the angle between $[100]$ and $[010]$. In a compressed film the crystal is longer along the normal, relative to the in-plane directions, than it was when relaxed, and this closes the angle. To first order the deformed edges are $(1+\varepsilon_{xx},\varepsilon_{xy},0)$ and $(\varepsilon_{xy},1+\varepsilon_{xx},0)$. The cosine of their angle is $2\varepsilon_{xy}$, so the angle is smaller than $90^\circ$ by $2\varepsilon_{xy}$ radians.

## Limits and a change of sign

**Isotropic crystal.** Set $2C_{44}=C_{11}-C_{12}$. Then $D=2C_{11}$ and

$$e_n=-\frac{2C_{12}}{C_{11}}e_p,\qquad \varepsilon_{xy}=-\frac{C_{11}+2C_{12}}{2C_{11}}e_p .$$

The shear survives. It comes from viewing a stretch along $[110]$ on axes turned by $45^\circ$, not from elastic anisotropy. In the frame $[001],[1\bar10],[110]$ the same strain is $\mathrm{diag}(e_p,e_p,e_n)$.

**(001) film.** With $\mathbf n=(0,0,1)$, $\Gamma$ is diagonal with elements $C_{44},C_{44},C_{11}$. Then $\mathbf a=-e_p(C_{11}+2C_{12})\mathbf n/C_{11}$ and $e_n=-2C_{12}e_p/C_{11}$. Now $\mathbf n\mathbf n^T$ is diagonal on the cube axes, and there is no shear on them.

**Sign of the normal strain.** From $e_n/e_p=1-2(C_{11}+2C_{12})/D$, the normal strain has the same sign as $e_p$ if $2C_{44}>C_{11}+3C_{12}$. In a compressed film, such a crystal is so stiff along $[110]$ that its outward relaxation does not make up for the compression contained in $e_pI$. The model values $C_{11},C_{12},C_{44}=100,10,80$ GPa satisfy the stability conditions and give $e_n/e_p=30/270=0.11$. A code should not impose opposite signs.

## In-plane stress

Equal in-plane strain does not imply equal in-plane stress. Since $\sigma_{xx}=\sigma_{yy}$, the free surface gives $\sigma_{nn}=\sigma_{xx}+\sigma_{xy}=0$. Along $[1\bar10]$ the stress is

$$\sigma_{[1\bar10]}=\sigma_{xx}-\sigma_{xy}=-2\sigma_{xy}=-4C_{44}\varepsilon_{xy}=\frac{4e_pC_{44}(C_{11}+2C_{12})}{D}.$$

For $[001]$, use $e_p+e_n=2(e_p+\varepsilon_{xy})=2e_p(2C_{44}-C_{12})/D$:

$$\sigma_{[001]}=C_{11}e_p+C_{12}(e_p+e_n)=e_p\frac{C_{11}D+2C_{12}(2C_{44}-C_{12})}{D}.$$

The numerator is $C_{11}^2+C_{11}C_{12}-2C_{12}^2+2C_{44}(C_{11}+2C_{12})$. Its first three terms factor as $(C_{11}+2C_{12})(C_{11}-C_{12})$, so

$$\sigma_{[001]}=\frac{e_p(C_{11}+2C_{12})(C_{11}-C_{12}+2C_{44})}{D}.$$

The two stresses are equal when $2C_{44}=C_{11}-C_{12}$, the isotropic case.

## Atomic positions

In a diamond or zinc-blende crystal, $I+\varepsilon$ gives the deformed lattice vectors but not the shift between the two sublattices. The shear adds $2\varepsilon_{xy}r_xr_y$ to $\mathbf r^T\varepsilon\mathbf r$ for a bond $\mathbf r$, and this has opposite signs for the two pairs of tetrahedral bonds. An atomistic calculation must relax the shift. The formula for $e_n$ is unchanged if the stiffnesses also refer to relaxed sublattices, because minimizing the energy over the shift leaves an energy that depends on strain through those stiffnesses.

This was tested on a diamond lattice with bonds $\mathbf r_i$ of relaxed length $\sqrt3$ and energy $\frac12\sum_i(r_i^2-3)^2+\frac12(0.36)\sum_{i<j}(\mathbf r_i\cdot\mathbf r_j+1)^2$. The vector $\mathbf a$ and the shift were relaxed at in-plane strains of $\pm0.1\%$, and half the difference of the two responses was taken. The result was $e_n/e_p=-0.77637$. The formula, with stiffnesses from separate bulk deformations, gave the same five digits.

## A silicon-germanium channel on Si(110)

Take a 3 nm film of Si$_{0.7}$Ge$_{0.3}$. The lattice constants, 0.5431 nm for Si and 0.5658 nm for Ge, and the stiffnesses are rough typical values, interpolated linearly. They give $a_f=0.54991$ nm and $C_{11},C_{12},C_{44}=154.9,59.2,76.1$ GPa. Then

$$e_p=\frac{0.5431-0.54991}{0.54991}=-1.24\%,\qquad D=154.9+59.2+152.2=366.3\ \text{GPa},$$

$$e_n=1.238\%\times\frac{180.3}{366.3}=0.61\%,\qquad \varepsilon_{xy}=1.238\%\times\frac{273.3}{366.3}=0.92\%.$$

The diagonal elements are $\varepsilon_{xx}=\varepsilon_{yy}=-0.31\%$ and $\varepsilon_{zz}=-1.24\%$. The angle between the deformed $[100]$ and $[010]$ edges is $88.94^\circ$. The stresses are $-2.3$ GPa along $[001]$ and $-2.8$ GPa along $[1\bar10]$.

With the same $e_p$ and stiffnesses, a (001) film has $e_n=0.95\%$ and no cube-axis shear. Using the (001) formula for a (110) film would thus overstate the normal strain by more than half.

The (220) spacing is 0.19561 nm in the strained film and 0.19201 nm in the substrate, a difference of 1.9% of the substrate value. This is not $e_n$, which refers to the relaxed film spacing of 0.19442 nm.

## Size of the neglected effects

**Material data.** The silicon-germanium lattice constant bows below the linear interpolation. With a rough bowing parameter of 0.0027 nm, $a_f$ falls by $0.0027\times0.3\times0.7=0.0006$ nm and $e_p$ becomes $-1.14\%$. All strains then shrink in magnitude by about 8%. Replacing the interpolated stiffnesses by those of pure Si or pure Ge changes $e_n/e_p$ from $-0.49$ to $-0.51$ or $-0.45$.

**Finite strain.** Minimizing an energy written in the finite (Green–Lagrange) strain gives $e_n=0.60\%$ without third-order elastic terms and $0.65\%$ with rough third-order constants of silicon. The latter is 7% above the linear value.

**Temperature and bending.** Heating from 300 to 400 K changes $e_p$ by $-0.01$ percentage points, under 1% of its value. A free wafer of thickness $H$ changes the film strain by the fraction $4h/H$ for equal moduli: one part from the uniform in-plane strain of the wafer (a stretch under a compressed film) and three from the bending strain at its surface. For $h=3$ nm and $H=0.7$ mm this is $2\times10^{-5}$.

**Dislocations.** Consider an edge partial dislocation with Burgers vector $\mathbf b=a_f[11\bar2]/6$ on a (111) plane, which meets the surface at an angle $\varphi$ with $\sin\varphi=1/\sqrt3$. Its component along $[001]$ has size $a_f/3$. Balancing the work of the film stress against the stacking fault and an isotropic line energy gives

$$\left(\frac{|\sigma_{[001]}|a_f}{3}-\frac{\gamma}{\sin\varphi}\right)h=\frac{\mu b^2}{4\pi(1-\nu)}\left(\ln\frac hb+1\right).$$

With fault energy $\gamma=0.06$ J/m$^2$, shear modulus $\mu=64.8$ GPa, Poisson ratio $\nu=0.213$ and $b=0.2245$ nm, the critical thickness is about 4 nm. The core term and the fault energy are rough, so this shows that 3 nm is near the limit and does not guarantee coherence.

## Films that are not equally strained in the plane

A 3 nm Si$_{0.7}$Ge$_{0.3}$ layer is a plausible p-channel, but a transistor may be etched into a fin, which breaks the assumption of equal in-plane strain. Let the strain be $e_1$ along $[001]$ and $e_2$ along $[1\bar10]$. Then $\varepsilon_{zz}=e_1$, $\varepsilon_{xx}=\varepsilon_{yy}=(e_2+e_n)/2$ and $\varepsilon_{xy}=(e_n-e_2)/2$. The condition $\sigma_{xx}+\sigma_{xy}=0$ gives

$$e_n=-\frac{2C_{12}e_1+(C_{11}+C_{12}-2C_{44})e_2}{D},\qquad \varepsilon_{xy}=-\frac{C_{12}e_1+(C_{11}+C_{12})e_2}{D}.$$

As an ideal limit, let a narrow fin run along $[1\bar10]$, keep $e_2=e_p$, and relax fully across its width, so that $\sigma_{[001]}=C_{11}e_1+C_{12}(e_2+e_n)=0$. Substituting $e_n$ gives

$$e_1=-\frac{4C_{12}C_{44}}{C_{11}D-2C_{12}^2}\,e_2=-0.36\,e_2 .$$

The shear becomes $1.238\%\times(214.1-0.36\times59.2)/366.3=0.65\%$, about 30% below the value for the wide film. In this limit the change exceeds each of the strain corrections sized above. The direction of the fin matters. A narrow fin along $[001]$ that relaxes fully across its width has $\sigma_{[1\bar10]}=0$. Since $\sigma_{xx}+\sigma_{xy}=0$ still gives $\sigma_{[1\bar10]}=-2\sigma_{xy}=-4C_{44}\varepsilon_{xy}$, the cube-axis shear vanishes in that limit. For a fin along $[001]$ or $[1\bar10]$ with free sides and top, the in-plane strains should be found first and averaged across the width at a given height. The two-strain formulas then give the width averages of $e_n$ and $\varepsilon_{xy}$, because the part of the fin above a horizontal cut carries no net vertical load. At a single point they are approximate, since the normal stress inside a fin need not vanish there. Near the sides there is also shear between the normal and the width direction. It averages to zero across a symmetric fin, but locally it gives $\varepsilon_{xz}=\varepsilon_{yz}\ne0$ in a fin along $[1\bar10]$ and $\varepsilon_{xx}\ne\varepsilon_{yy}$ in a fin along $[001]$. A fin in another direction can also have shear between $[001]$ and $[1\bar10]$. This makes $\varepsilon_{xz}$ and $\varepsilon_{yz}$ nonzero, and the full tensor is then needed. The numerical output lists the values for the wide film.

## Numbers as computed

```
Ge fraction x = 0.30; film thickness = 3.0 nm
lattice constants Si, Ge = 0.5431, 0.5658 nm
relaxed film lattice constant = 0.54991 nm
Si C11, C12, C44 = 166, 64, 80 GPa
Ge C11, C12, C44 = 129, 48, 67 GPa
film C11, C12, C44 = 154.9, 59.2, 76.1 GPa
D = C11+C12+2C44 = 366.3 GPa
C11+3C12-2C44 = 180.3 GPa
C11+2C12 = 273.3 GPa
in-plane strain e_p = -1.238 %
ratio e_n/e_p = -0.4922
normal strain e_n = 0.610 %
cube-axis e_xx = e_yy = -0.314 %
cube-axis e_zz = -1.238 %
cube-axis tensor shear e_xy = 0.924 %
angle between deformed [100] and [010] = 88.938 degrees
stress along [001] = -2.291 GPa
stress along [1-10] = -2.813 GPa
(220) spacing, relaxed film = 0.19442 nm
(220) spacing, strained film = 0.19561 nm
(220) spacing, Si substrate = 0.19201 nm
(001) film: normal strain = 0.947 %
(001) film: largest cube shear = 0.000 %
unusual crystal C11, C12, C44 = 100, 10, 80 GPa
unusual crystal: e_n/e_p = 0.1111
atomic lattice model: e_n/e_p relaxed = -0.77637
atomic lattice model: e_n/e_p formula = -0.77637
e_n/e_p with pure Si constants = -0.5077
e_n/e_p with pure Ge constants = -0.4469
bowing parameter = 0.0027 nm
e_p with lattice bowing = -1.136 %
e_n with lattice bowing = 0.559 %
third-order C111,C112,C123,C144,C155 = -800, -450, -60, 10, -310 GPa
e_n, finite strain, no third-order terms = 0.604 %
e_n, finite strain, third-order terms = 0.650 %
thermal expansion Si, Ge = 2.6e-06, 5.9e-06 /K
change of e_p, 300 to 400 K = -0.0099 %
wafer thickness = 0.7 mm
relative strain change by wafer bending = 1.7e-05
stacking-fault energy = 0.06 J/m2
partial Burgers vector length = 0.2245 nm
average shear modulus = 64.8 GPa; Poisson ratio = 0.213
rough critical thickness, edge partial = 4.1 nm
```
